# Interface-state density from noisy quasi-static charge by regularised differentiation

## Result

A metal–oxide–semiconductor capacitor is swept slowly, and its gate charge is read at gate potentials separated by \(h\), with independent noise of standard deviation \(\sigma\) per reading. From these data a smoothing spline with smoothing energy \(\ell\) gives an estimate \(\hat D\) of the thermally broadened interface-state density \(\bar D\). Far from the ends of the sweep its bias and variance are

\[
\mathrm{E}\hat D-\bar D\simeq \ell^6\bar D^{(6)},\qquad
\operatorname{Var}\hat D\simeq\frac{\sigma^2 h\,s}{12\,\ell^3},\qquad s=\frac{dV}{d\psi},
\]

where \(V\) is the gate potential, \(\psi\) the band bending and \(\bar D^{(6)}\) the sixth derivative with respect to \(\psi\). The bias law is the leading order in small \(\ell\). The variance law needs \(\ell\) larger than the spacing of the data in \(\psi\). Both laws rest on an estimate linearised in the noise. Since one error grows with \(\ell\) and the other falls, the mean squared error is smallest at a finite \(\ell\).

## From gate charge to interface charge

The algebra uses atomic units with \(e=1\), so potentials and energies have the same numerical value. The semiconductor is p-type. \(V\), \(\psi\) and the gate charge per area \(Q\) are measured from flat band, which absorbs fixed oxide charge. The doping, the oxide capacitance and the flat-band point are taken as known; leakage and lateral variations are neglected.

With oxide permittivity \(\kappa_{ox}/4\pi\) and thickness \(t\), the oxide drop is \(Q/C_{ox}\), where \(C_{ox}=\kappa_{ox}/(4\pi t)\). Positive gate charge is balanced by negative charge in the semiconductor and in the traps, counted as numbers of electrons \(N_{sc}\) and \(N_{it}\):

\[
V=\psi+\frac{Q}{C_{ox}},\qquad Q=N_{sc}(\psi)+N_{it}(\psi).
\]

Let \(\varepsilon=\kappa_{sc}/4\pi\), \(\theta=k_BT\), \(u=\psi/\theta\), and let \(p_0,n_0\) be the bulk hole and electron densities. Neutrality fixes the acceptor density at \(p_0-n_0\). With Boltzmann statistics the density of negative charge is

\[
\rho=(p_0-n_0)+n_0e^{u}-p_0e^{-u}=p_0(1-e^{-u})+n_0(e^{u}-1),
\]

and Poisson's equation is \(\psi''=\rho/\varepsilon\). Multiplying by \(2\psi'\) and integrating from the bulk, where \(\psi=\psi'=0\), gives \(\psi'^2=(2/\varepsilon)\int_0^\psi\rho\,d\psi\). By Gauss's law \(N_{sc}=\varepsilon|\psi'|\) at the surface, so for \(\psi>0\)

\[
N_{sc}=\sqrt{2\varepsilon\theta\left[p_0(e^{-u}+u-1)+n_0(e^{u}-u-1)\right]},\qquad
C_{sc}=\frac{dN_{sc}}{d\psi}=\frac{\varepsilon\rho}{N_{sc}}.
\]

The second formula follows from differentiating \(N_{sc}^2=2\varepsilon\int_0^\psi\rho\,d\psi\).

Let \(E\) be the trap energy measured from midgap at the surface, and \(\varphi_B=\theta\ln(p_0/n_i)\), with \(n_i\) the intrinsic density. The surface Fermi level lies at \(\psi-\varphi_B\) on this scale. If the sweep is slow enough for equilibrium, and levels carry no degeneracy factor, the occupation is \(f=1/[1+e^{(E-\psi+\varphi_B)/\theta}]\). It depends on \(E-\psi\), so \(\partial f/\partial\psi=-\partial f/\partial E\) and

\[
\frac{dN_{it}}{d\psi}=\bar D(\psi)=\int D(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\]

The thermal weight is \(f(1-f)/\theta\). It has half its maximum where \(f(1-f)=1/8\), which gives a full width of \(2\theta\ln[(1+1/\sqrt2)/(1-1/\sqrt2)]=3.53\,\theta\). This blurring happens in the device. The procedure below estimates \(\bar D\) and does not attempt to undo it.

Differentiating the voltage balance gives

\[
s=\frac{dV}{d\psi}=1+\frac{C_{sc}+\bar D}{C_{ox}} .
\]

The quasi-static capacitance is \(C=dQ/dV=(C_{sc}+\bar D)/s=C_{ox}(s-1)/s\), hence \(s=1/(1-C/C_{ox})\). Multiplying \(C\) by \(s\) gives \(C_{sc}+\bar D\), and hence \(\bar D=CC_{ox}/(C_{ox}-C)-C_{sc}\).

## How noise enters

If \(Q\) were smoothed directly, the smoothing would also distort the semiconductor part, which is already known. That part is therefore removed first. From each reading \(q_i=Q_i+\delta_i\) form

\[
\hat\psi_i=V_i-\frac{q_i}{C_{ox}},\qquad m_i=q_i-N_{sc}(\hat\psi_i).
\]

Without noise the points lie on the curve \(N_{it}(\psi)\), whose slope is wanted. With noise both coordinates move. To first order \(\hat\psi_i=\psi_i-\delta_i/C_{ox}\) and

\[
m_i=N_{it}(\psi_i)+\delta_i+\frac{C_{sc}}{C_{ox}}\delta_i,\qquad
N_{it}(\hat\psi_i)=N_{it}(\psi_i)-\frac{\bar D}{C_{ox}}\delta_i .
\]

Subtraction gives the vertical distance from the curve at the recorded abscissa:

\[
m_i-N_{it}(\hat\psi_i)=\left(1+\frac{C_{sc}+\bar D}{C_{ox}}\right)\delta_i=s_i\delta_i .
\]

Thus the error in both coordinates acts as a vertical error enlarged by \(s_i\). This requires \(\sigma/C_{ox}\) to be small compared with \(\theta\), and with the point spacing \(h/s\) if neighbouring points are to be differenced.

The slope between neighbours has noise \(s(\delta_{i+1}-\delta_i)\) over a distance \(h/s\). Its standard deviation is therefore \(\sqrt2\,\sigma s^2/h\), and a finer sweep makes it worse.

## The regularised derivative

Choose \(g\) to minimise

\[
J=\sum_i w_i\,[m_i-g(\hat\psi_i)]^2+\ell^6\int (g''')^2\,d\psi,\qquad \hat D=g' .
\]

The weight \(w_i\) is half the distance between the two neighbours of point \(i\), or half the single adjacent interval at an end. The sum then approximates an integral over \(\psi\), and \(\ell\) is an energy. The penalty vanishes for quadratic \(g\), so a density linear in \(\psi\) carries no penalty.

1. Compute \(\hat\psi_i\), \(m_i\) and \(w_i\).
2. Write \(g=\sum_k c_kB_k\) with quintic B-splines. Set \(B_{ik}=B_k(\hat\psi_i)\), \(W=\mathrm{diag}(w_i)\) and \(\Omega_{kl}=\int B_k'''B_l'''d\psi\).
3. Setting \(\partial J/\partial c_k=0\) gives \((B^TWB+\ell^6\Omega)\,c=B^TWm\). Solve this system.
4. Evaluate \(\hat D=\sum_kc_kB_k'\).

For fixed abscissae the estimate is linear in \(m\), so its bias and variance follow from the matrices at any \(\ell\). The laws stated at the start come from the continuum limit.

## Bias

Replace the sum by an integral and vary \(g\to g+\eta\). Stationarity requires \(-\int(m-g)\eta\,d\psi+\ell^6\int g'''\eta'''d\psi=0\). Three integrations by parts turn the second integral into \(-\int g^{(6)}\eta\,d\psi\) plus end terms. In the interior, therefore,

\[
g-\ell^6g^{(6)}=m .
\]

For a Fourier component \(e^{ik\psi}\), \((ik)^6=-k^6\), so \(g\) is \(m\) multiplied by \(1/(1+\ell^6k^6)\). Expanding, \(1-\ell^6k^6+\ell^{12}k^{12}-\dots\), and translating powers of \(k\) back into derivatives gives

\[
\mathrm{E}\hat D-\bar D\sim\ell^6\bar D^{(6)}+\ell^{12}\bar D^{(12)}+\dots
\]

The series is asymptotic: the derivatives of a Gaussian peak grow so fast with their order that it diverges at any \(\ell\). Its first term is accurate when \(\ell\) is small. A few more terms can then improve it, but with too many the sum grows without bound. The sixth derivative is negative at the top of a Gaussian peak, so smoothing lowers the peak.

The end terms excite solutions of \(g=\ell^6g^{(6)}\). These are \(e^{\lambda\psi}\) with \((\lambda\ell)^6=1\), and the real parts of \(\lambda\ell\) are \(\pm1\) and \(\pm\tfrac12\). End effects therefore decay at least as fast as \(e^{-x/2\ell}\) with distance \(x\) from the end. The interior laws need \(x\gg2\ell\).

## Variance

Let \(K\) be the kernel whose transform is \(1/(1+\ell^6k^6)\). Its full width at half maximum is about \(3.3\,\ell\), so \(\ell\) itself is not the separation at which two peaks can be told apart. The noise in \(\hat D(\psi)\) is \(\sum_iK'(\psi-\psi_i)\,w_is_i\delta_i\). Its variance is \(\sigma^2\sum_iK'^2w_i^2s_i^2\). One factor \(w_i\) serves as the integration element and the other equals \(h/s_i\), so that, with \(s\) nearly constant across the kernel,

\[
\operatorname{Var}\hat D=\sigma^2hs\int K'^2\,d\psi
=\frac{\sigma^2hs}{2\pi}\int_{-\infty}^{\infty}\frac{k^2\,dk}{(1+\ell^6k^6)^2}.
\]

Put \(\tau=\ell^3k^3\), so \(k^2dk=d\tau/(3\ell^3)\). With \(\tau=\tan\alpha\), \(\int d\tau/(1+\tau^2)^2=\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\pi/2\). The result is

\[
\operatorname{Var}\hat D=\frac{\sigma^2hs}{2\pi}\,\frac{1}{3\ell^3}\,\frac{\pi}{2}=\frac{\sigma^2hs}{12\ell^3}.
\]

At fixed \(\sigma\) a finer sweep now helps, because more independent readings fall within \(\ell\). Slow drift of the instrument violates that independence, and the gain cannot then be assumed.

## The optimum

The noise has zero mean, so the cross term vanishes and the mean squared error is squared bias plus variance. Average over an energy window, with \(S\) the mean of \((\bar D^{(6)})^2\) and \(\bar s\) the mean of \(s\):

\[
R(\ell)=S\ell^{12}+\frac{\sigma^2h\bar s}{12\ell^3},\qquad
R'=12S\ell^{11}-\frac{\sigma^2h\bar s}{4\ell^4}=0
\;\Rightarrow\;\ell_*^{15}=\frac{\sigma^2h\bar s}{48S}.
\]

At this point the ratio of squared bias to variance is \(12S\ell_*^{15}/(\sigma^2h\bar s)=1/4\), and the minimum is \(R_*=\tfrac54\) of the variance. Since the variance scales as \(\sigma^2h/\ell_*^3\), \(R_*\propto(\sigma^2h)^{4/5}\). Dividing \(R\) by \(R_*\) gives

\[
\frac{R}{R_*}=\frac15\left(\frac{\ell}{\ell_*}\right)^{12}+\frac45\left(\frac{\ell_*}{\ell}\right)^{3}.
\]

In this leading order, halving \(\ell\) costs a factor 6.4 and doubling it a factor of about 820. Too much smoothing is the more dangerous error, although the factor of 820 overstates its cost once the bias has left its leading power. In the example below, \(\ell=0.050\) eV, nearly twice the optimum, costs a factor of about 24.

## Choosing the smoothing from the data

\(S\) is unknown in a measurement. Let \(H=B(B^TWB+\ell^6\Omega)^{-1}B^TW\) be the smoothing matrix, \(\beta_i\) the bias of the fitted charge and \(r=m-Hm\) the residual. The noise part of \(r\) is \(\epsilon-H\epsilon\) with \(\epsilon_i=s_i\delta_i\), so

\[
\mathrm{E}r_i^2=\beta_i^2+\sigma^2s_i^2-2H_{ii}\sigma^2s_i^2+\sum_jH_{ij}^2\sigma^2s_j^2 .
\]

The first and last terms together are the mean squared error \(P_i\) of the fitted charge. Therefore

\[
\mathrm{E}\sum_iw_i\left[r_i^2+2\sigma^2s_i^2H_{ii}\right]=\sum_iw_iP_i+\sum_iw_i\sigma^2s_i^2 .
\]

The last sum does not depend on \(\ell\), so the bracketed sum can be minimised without knowing the truth. It needs \(\sigma\), and a pilot fit to supply \(s_i\).

The rule targets the charge, not its slope. For the charge, the kernel integral is \(\int K^2d\psi\propto1/\ell\), and the interior bias still scales as \(\ell^6\). If the sum is restricted to interior points, balancing \(\ell^{12}\) against \(\sigma^2h/\ell\) gives \(\ell\propto(\sigma^2h)^{1/13}\) instead of \((\sigma^2h)^{1/15}\). With the ends included, the power is eventually larger still. The end terms of the variation require \(g'''=0\) at the ends, where \(N_{it}'''\) is in general not zero, so the fitted charge is wrong by an amount of order \(\ell^3\) over a width of order \(\ell\). This adds a term of order \(\ell^7\) to the summed squared bias, which dominates once \(\ell\) is small enough, and balancing it against \(\sigma^2h/\ell\) then gives \(\ell\propto(\sigma^2h)^{1/8}\). In the example below this happens only for \(\ell\) under about 0.003 eV, less than the spacing of the data, so that limit is not reached there. In either case, as the noise tends to zero, the rule chooses too small an \(\ell\) for the density in the interior.

## Worked example

The model has \(\kappa_{sc}=12\), \(\kappa_{ox}=4\), \(t=100\) Å, \(p_0=10^{-8}\) Å\(^{-3}\), \(n_i=10^{-14}\) Å\(^{-3}\), a gap of 1.1 eV and a temperature of 300 K, so \(\theta=0.02585\) eV. The trap density is a floor of \(1\times10^{-5}\) plus a Gaussian of height \(2\times10^{-5}\) eV\(^{-1}\) Å\(^{-2}\) and standard deviation 0.06 eV, centred 0.05 eV above midgap. The sweep has 161 points from 0.1 to 0.9 eV, with \(h=0.005\) eV and \(\sigma=5\times10^{-8}\) Å\(^{-2}\).

In these units the Coulomb constant 14.40 eV Å enters the capacitance:

\[
C_{ox}=\frac{4}{4\pi(14.40)(100)}=2.21\times10^{-4}\ \mathrm{eV^{-1}\,\text{Å}^{-2}} .
\]

The peak lies at \(\psi=0.407\) eV, where \(C_{sc}=2.95\times10^{-5}\) eV\(^{-1}\) Å\(^{-2}\). Thermal broadening lowers the density there from \(3.00\times10^{-5}\) to \(\bar D=2.60\times10^{-5}\) eV\(^{-1}\) Å\(^{-2}\), or \(2.60\times10^{11}\) eV\(^{-1}\) cm\(^{-2}\). Hence \(s=1+(2.95+2.60)/22.1=1.25\).

Plain differences have a predicted noise of \(\sqrt2(5\times10^{-8})(1.25)^2/0.005=2.2\times10^{-5}\) eV\(^{-1}\) Å\(^{-2}\) at the peak, nearly the density itself. For the spline with \(\ell=0.025\) eV,

\[
\sqrt{\frac{(5\times10^{-8})^2(0.005)(1.25)}{12(0.025)^3}}=2.89\times10^{-7}\ \mathrm{eV^{-1}\,\text{Å}^{-2}},
\]

against \(2.87\times10^{-7}\) from the spline matrices. The bias law was tested at \(\ell=0.012\) eV: it gives \(-4.9\times10^{-9}\) eV\(^{-1}\) Å\(^{-2}\) at the peak, and the matrices give \(-4.8\times10^{-9}\).

The root-mean-square errors over \(0.2\le\psi\le0.6\) eV, in \(10^{-7}\) eV\(^{-1}\) Å\(^{-2}\), are:

| \(\ell\) (eV) | bias | noise | total |
|---|---|---|---|
| 0.010 | 0.01 | 11.3 | 11.3 |
| 0.018 | 0.24 | 4.7 | 4.7 |
| 0.026 | 1.5 | 2.7 | 3.1 |
| 0.035 | 5.1 | 1.8 | 5.4 |
| 0.050 | 15.2 | 1.1 | 15.2 |

These come from the linear error theory. In 240 simulated noisy sweeps, processed with the full nonlinear transformation, the total errors agree within about 1%. The best \(\ell\) is 0.026 eV, with a total error, from noise and smoothing alone, of \(3.1\times10^{-7}\) eV\(^{-1}\) Å\(^{-2}\), or \(3.1\times10^{9}\) eV\(^{-1}\) cm\(^{-2}\). This is about 70 times smaller than the error of plain differences over the same window. Its closeness to \(\theta\) is a coincidence of this noise level: with \(\sigma\) a thousand times smaller, the optimum moves to 0.0096 eV.

At that low noise the optimum agrees with the fifteenth-root law, and the ratio of squared bias to variance is 0.251. At the working noise the law gives 0.024 eV and the ratio is 0.33. The bias has left its leading power: between \(\ell=0.022\) and 0.030 eV its square grows roughly as \(\ell^9\). Balancing \(\ell^p\) against \(\ell^{-3}\) gives a ratio of \(3/p\), which is \(1/3\) for \(p=9\).

One noisy sweep shows the trade-off at the peak. The estimates are 2.72, 2.55 and \(2.23\times10^{-5}\) eV\(^{-1}\) Å\(^{-2}\) for \(\ell=0.010\), 0.030 and 0.060 eV. The first error is about one predicted standard deviation of the noise. The last is far larger than the noise and shows the flattened peak.

The data-driven rule, applied to ten trial values, selects a median of 0.026 eV. In these 240 sweeps its mean squared error is 1.71 times that of the best fixed trial value. This ratio varies considerably with the noise realisation: other sets of sweeps of similar size give about 1.3 and 1.6. The central 80% of the choices lie between 0.022 and 0.026 eV, where a fixed \(\ell\) would cost at most a factor of about 1.3. The rest must come from the outlying choices or from correlation between choice and noise, which these numbers do not separate.

## An error that smoothing leaves

If the flat-band point is wrong so that every recorded \(\psi\) is too large by \(\Delta\), then, apart from a constant, \(m=Q-N_{sc}(\psi+\Delta)\). Its slope is

\[
C_{sc}(\psi)+\bar D(\psi)-C_{sc}(\psi+\Delta)\simeq\bar D(\psi)-C_{sc}'(\psi)\Delta ,
\]

recorded at the shifted position \(\psi+\Delta\). Read at a fixed \(\psi\), this displacement adds a further error, to first order \(-\bar D'\Delta\). That term vanishes at the top of the peak, but 0.07 eV to either side its magnitude is \(1.3\times10^{-6}\) eV\(^{-1}\) Å\(^{-2}\) for \(\Delta=0.01\) eV, larger than the error \(-C_{sc}'\Delta\) in the slope itself. In depletion and most of weak inversion, here up to \(\psi\approx0.62\) eV, \(C_{sc}'<0\), so a positive \(\Delta\) adds false states to the shifted curve; at larger band bending the sign reverses. For \(\Delta=0.01\) eV, read at the shifted position, the formula gives \(3.9\times10^{-7}\) eV\(^{-1}\) Å\(^{-2}\) at the peak, and the spline at \(\ell=0.030\) eV gives \(3.7\times10^{-7}\). This exceeds the best total error in the table. The false contribution is a smooth function of \(\psi\), so neither more readings nor another \(\ell\) near the optimum removes it. The rule for choosing \(\ell\) cannot reveal it either, since it treats the shifted curve as the truth.

An error in the doping is also left untouched by smoothing. In depletion \(C_{sc}\) grows roughly as \(\sqrt{p_0}\), so a doping taken 5% too high lowers the estimated density at the peak by about 2.5% of \(C_{sc}\), or \(7\times10^{-7}\) eV\(^{-1}\) Å\(^{-2}\). This is more than twice the best total error in the table, which a real measurement can therefore reach only if the doping is known to much better than 5%. The oxide capacitance matters too: taken 5% too high, it also shifts the recorded \(\psi\), and it lowers the estimated density by about \(5\times10^{-7}\) eV\(^{-1}\) Å\(^{-2}\) at the true position of the peak, or by about \(4\times10^{-7}\) in the height of the displaced peak. The numerical output below gives the remaining values.

## Table of computed values

```
temperature 300 K, kT = 0.02585 eV
relative permittivities: semiconductor 12, oxide 4
oxide thickness 100 A, gap 1.1 eV
bulk holes 1e-08 1/A^3, intrinsic density 1e-14 1/A^3
trap floor 1.0e-05, Gaussian height 2.0e-05 1/(eV A^2)
Gaussian centre 0.05 eV above midgap, width 0.06 eV
gate sweep 0.1 to 0.9 eV, step 0.005 eV, 161 points
charge noise sigma = 5.0e-08 1/A^2
e^2/(4 pi eps0) = 14.3996 eV A
C_ox = 2.2105e-04 1/(eV A^2)
phi_B = 0.3572 eV, Debye length = 414.1 A
band bending covered: 0.0640 to 0.7147 eV
band bending at trap peak = 0.4072 eV
there C_sc = 2.9489e-05 1/(eV A^2), s = 1.2512
N_sc at 0.6 eV: formula 2.760286e-05, Poisson 2.760286e-05 1/A^2
bare density at peak = 3.000e-05 1/(eV A^2)
broadened density at peak = 2.6038e-05 1/(eV A^2)
the same = 2.6038e+11 1/(eV cm^2)
plain differences, rms error: sweeps 2.161e-05, law 2.105e-05 1/(eV A^2)
peak bias at ell = 0.012 eV: matrix -4.836e-09, law -4.915e-09 1/(eV A^2)
peak std at ell = 0.025 eV: matrix 2.874e-07, law 2.888e-07 1/(eV A^2)
errors over band bending 0.2 to 0.6 eV, in 1/(eV A^2):
ell (eV)  rms bias   rms std    total      noisy sweeps
0.010     7.625e-10  1.127e-06  1.127e-06  1.137e-06
0.014     5.627e-09  6.804e-07  6.804e-07  6.864e-07
0.018     2.383e-08  4.671e-07  4.677e-07  4.704e-07
0.022     6.945e-08  3.462e-07  3.531e-07  3.526e-07
0.026     1.545e-07  2.704e-07  3.114e-07  3.110e-07
0.030     2.841e-07  2.199e-07  3.593e-07  3.589e-07
0.035     5.063e-07  1.768e-07  5.363e-07  5.355e-07
0.040     7.912e-07  1.467e-07  8.047e-07  8.039e-07
0.050     1.517e-06  1.076e-07  1.521e-06  1.521e-06
0.060     2.212e-06  8.444e-08  2.213e-06  2.215e-06
best ell = 0.0260 eV, small-noise law 0.0241 eV
total rms error at best ell = 3.114e-07 1/(eV A^2)
bias^2/variance at best ell = 0.325
noise 5.0e-11 1/A^2: best ell 0.00961, law 0.00960 eV
bias^2/variance there = 0.2506
number of noisy sweeps = 240
ell chosen from data: median 0.026 eV
10 and 90 percent points: 0.022, 0.026 eV
rms error with chosen ell = 4.069e-07 1/(eV A^2)
mean squared error, chosen / best fixed = 1.71
first sweep, ell = 0.010 eV: peak density 2.721e-05 1/(eV A^2)
first sweep, ell = 0.030 eV: peak density 2.548e-05 1/(eV A^2)
first sweep, ell = 0.060 eV: peak density 2.231e-05 1/(eV A^2)
flat-band error 0.01 eV: density error 3.741e-07, law 3.866e-07 1/(eV A^2)
```
